# Mean Activation Energy and Arrhenius Convexity for Parallel Diffusion Paths

## Theorem

Let atoms move through a body along $n\ge 1$ parallel paths, and let its diffusivity be

$$D(\beta)=\sum_{i=1}^{n}A_i\,e^{-\beta E_i},\qquad \beta=\frac{1}{kT},\tag{1}$$

where every amplitude $A_i$ is positive and neither $A_i$ nor the activation energy $E_i$ depends on temperature. Let

$$w_i=\frac{A_i e^{-\beta E_i}}{D},\qquad \sum_i w_i=1,\tag{2}$$

be the share of the transport carried by path $i$. Then the activation energy read from the local slope of an Arrhenius plot is the rate-weighted mean

$$Q\equiv-\frac{d\ln D}{d\beta}=\sum_i w_iE_i,\tag{3}$$

and the curvature of the plot is the variance of the energies with the same weights:

$$\frac{d^2\ln D}{d\beta^2}=\sum_i w_i(E_i-Q)^2\equiv V\ge 0.\tag{4}$$

Hence $\ln D$ is a convex function of $1/T$. It is strictly convex unless all $E_i$ are equal, in which case it is a straight line.

Energies are in eV, $T$ in K and $D$ in cm²/s; $\ln D$ means the logarithm of the number that multiplies the unit. The assumptions matter: Remark 2 lets the amplitudes depend on temperature, Remark 3 places segments in series instead of in parallel, and either change can make the plot concave.

## Why parallel paths add

**Lemma 1.** If path $i$ fills a fraction $f_i$ of the cross-section and has diffusivity $D_{0i}e^{-\beta E_i}$, and if all paths feel the same driving force, then (1) holds with $A_i=f_iD_{0i}$.

*Proof.* Let $c$ be the number of atoms per volume, taken equal in all paths, and $F$ the force per atom along the body. The mobility is $D_i/kT$ by the Nernst–Einstein relation, so the flux density in path $i$ is $J_i=cD_iF/kT$. The total flux divided by the total cross-section is

$$J=\sum_i f_iJ_i=\frac{cF}{kT}\sum_i f_iD_i .$$

Comparing this with $J=cDF/kT$ gives $D=\sum_i f_iD_i=\sum_i f_iD_{0i}e^{-\beta E_i}$. $\square$

The fractions $f_i$ are constant if the microstructure does not change. A constant ratio between the concentrations or forces in different paths could be absorbed in $A_i$. The quantity $D$ is thus a transport coefficient: it gives the total flux under a given force. It need not describe how a tracer profile spreads, because that also depends on whether atoms pass from one path to another.

## Proof of the theorem

**First derivative.** Each exponential in (1) brings down a factor $-E_i$:

$$\frac{dD}{d\beta}=-\sum_iE_iA_ie^{-\beta E_i}.$$

Dividing by $D$ turns each term into a share:

$$\frac{d\ln D}{d\beta}=\frac1D\frac{dD}{d\beta}=-\sum_iE_iw_i=-Q,$$

which is (3).

**Lemma 2.** The shares obey

$$\frac{dw_i}{d\beta}=-w_i(E_i-Q).\tag{5}$$

*Proof.* From (2), $\ln w_i=\ln A_i-\beta E_i-\ln D$. Since $A_i$ and $E_i$ are constant, differentiation gives $w_i'/w_i=-E_i+Q$, where the prime denotes $d/d\beta$. Multiplication by $w_i$ gives (5). $\square$

Cooling raises $\beta$. Paths with $E_i>Q$ then lose share, and paths with $E_i<Q$ gain it. This shift of weight towards low energies is the cause of the curvature.

**Second derivative.** Differentiating (3) with constant $E_i$ and using (5),

$$\frac{dQ}{d\beta}=\sum_iE_i\frac{dw_i}{d\beta}=-\sum_iw_iE_i(E_i-Q).$$

The sum $\sum_iw_i(E_i-Q)=Q-Q$ vanishes, so $Q$ times it may be subtracted inside the last sum:

$$\frac{dQ}{d\beta}=-\sum_iw_i(E_i-Q)(E_i-Q)=-V.$$

Since $d\ln D/d\beta=-Q$, the second derivative of $\ln D$ is $-dQ/d\beta=V$, which is (4).

**Sign and equality.** Every $w_i$ is positive, so $V$ is a sum of non-negative terms. It vanishes only when every $E_i$ equals $Q$, and then all energies are equal. If two energies differ, at least one term is positive at every finite $\beta$, and the convexity is strict.

**Other variables.** On a plot against $x=1/T$, we have $\beta=x/k$. Each derivative with respect to $x$ brings a factor $1/k$, so the slope is $-Q/k$ and the curvature is $V/k^2$. For the temperature itself, $d\beta/dT=-1/(kT^2)$ and

$$\frac{dQ}{dT}=\frac{dQ}{d\beta}\frac{d\beta}{dT}=\frac{V}{kT^2}\ge0.\tag{6}$$

The apparent activation energy cannot fall on heating. $\square$

**Remark 1: limits.** As a weighted mean, $Q$ lies between the smallest and largest $E_i$. As $T\to0$, the ratio of two shares, $w_i/w_j=(A_i/A_j)e^{-\beta(E_i-E_j)}$, tends to zero if $E_i>E_j$. The lowest energy takes all the weight, $Q\to E_{\min}$ and $V\to0$. The formal limit $\beta\to0$ gives $Q\to\sum_iA_iE_i/\sum_iA_i$, which a solid need not approach before it melts: in the example below $Q$ is 1.19 eV at the melting point of copper, 1358 K, against a limit of 2.10 eV.

## Corollary 1: two paths

Let $E_2=E_1+\Delta$ with $\Delta>0$, and write $w$ for the share of path 2. Then $Q=E_1+w\Delta$, so the deviations from the mean are $E_1-Q=-w\Delta$ and $E_2-Q=(1-w)\Delta$. Therefore

$$V=(1-w)w^2\Delta^2+w(1-w)^2\Delta^2=w(1-w)\Delta^2,\tag{7}$$

because the common factor $w(1-w)\Delta^2$ multiplies $w+(1-w)=1$. Writing $w(1-w)=\tfrac14-(w-\tfrac12)^2$ shows that the largest value is $\Delta^2/4$, reached when the shares are equal. This requires $A_1e^{-\beta E_1}=A_2e^{-\beta E_2}$, or $e^{\beta\Delta}=A_2/A_1$. The crossover temperature is therefore

$$kT_x=\frac{\Delta}{\ln(A_2/A_1)}.\tag{8}$$

It exists at positive temperature if $A_2>A_1$: the path with the higher barrier must have the larger amplitude. Otherwise path 1 carries more at every temperature. Far below $T_x$ path 1 dominates, and the plot is nearly straight. Above $T_x$ the share of path 2 stays below its limit for $\beta\to0$, which is $A_2/(A_1+A_2)$, so path 2 can dominate there only if $A_2\gg A_1$.

## Corollary 2: extrapolation falls below the true curve

Suppose $D$ and its slope are known at $\beta_0$, and the tangent is extended to another $\beta=\beta_0+h$. With $Q_0=Q(\beta_0)$, the extrapolated value is $D_{\rm tan}=D(\beta_0)e^{-Q_0h}$. The true value follows from (1) and (2):

$$\frac{D(\beta)}{D(\beta_0)}=\sum_i\frac{A_ie^{-\beta_0E_i}}{D(\beta_0)}e^{-hE_i}=\sum_iw_i(\beta_0)e^{-hE_i}.$$

The ratio of the true to the extrapolated value is

$$R\equiv\frac{D(\beta)}{D_{\rm tan}(\beta)}=\sum_iw_i(\beta_0)\,e^{-h(E_i-Q_0)}\ge1.\tag{9}$$

The inequality follows from $e^y\ge1+y$: the sum is at least $1-h\sum_iw_i(\beta_0)(E_i-Q_0)=1$.

The same ratio can be written in terms of the variance. Since $\ln D$ has slope $-Q$ and the tangent has slope $-Q_0$,

$$\ln R=\int_{\beta_0}^{\beta}[Q_0-Q(s)]\,ds=\int_{\beta_0}^{\beta}ds\int_{\beta_0}^{s}V(u)\,du .$$

For $h>0$, a given $u$ occurs for all $s$ between $u$ and $\beta$, an interval of length $\beta-u$. Exchanging the order of integration gives

$$\ln R=\int_{\beta_0}^{\beta}(\beta-u)V(u)\,du.\tag{10}$$

If $V$ changes little over the interval, $\ln R\approx\tfrac12Vh^2$. Over such an interval $\ln R$ grows as the square of the distance in $1/T$.

**Two test temperatures.** A measured slope needs at least two points. With two, $\beta_h<\beta_0$, where $\beta_h$ is the hotter, it is

$$Q_{12}=\frac{\ln D(\beta_h)-\ln D(\beta_0)}{\beta_0-\beta_h}=\frac{1}{\beta_0-\beta_h}\int_{\beta_h}^{\beta_0}Q(s)\,ds,\tag{11}$$

an average of $Q$ over the interval. Because $Q$ does not increase with $\beta$, this average is at least $Q_0$. Towards lower temperature the two-point line therefore lies on or below the tangent, and the true $D$ exceeds it by the factor $R\,e^{(Q_{12}-Q_0)h}$.

## Where the theorem stops

**Remark 2: paths that are not simple Arrhenius terms.** Let $D=\sum_iD_i(\beta)$ with smooth positive $D_i$. Define $Q_i=-d\ln D_i/d\beta$ and the path's own curvature $c_i=d^2\ln D_i/d\beta^2=-dQ_i/d\beta$. The earlier steps give $Q=\sum_iw_iQ_i$ and $w_i'=-w_i(Q_i-Q)$, but $Q_i$ must now be differentiated too:

$$\frac{d^2\ln D}{d\beta^2}=-\sum_iw_i'Q_i-\sum_iw_iQ_i'=\sum_iw_i(Q_i-Q)^2+\sum_iw_ic_i.\tag{12}$$

For a prefactor proportional to $T^m$, $\ln D_i$ contains $-m\ln\beta$, so $c_i=m/\beta^2=m(kT)^2$. A single path with $m=-1$ has no variance and is concave. Convexity survives a negative $m$ common to all paths if the variance exceeds $|m|(kT)^2$.

**Remark 3: segments in series.** Let segments $j$ occupy fractions $\phi_j$ of the length and carry the same flux $J=cD_jF_j/kT$. The local forces $F_j$ must then differ, and their mean is

$$F=\sum_j\phi_jF_j=\frac{JkT}{c}\sum_j\frac{\phi_j}{D_j},\qquad\text{so}\qquad\frac1D=\sum_j\frac{\phi_j}{D_j}.\tag{13}$$

The share of segment $j$ in the total resistance is $v_j=D\phi_j/D_j$. Differentiating $\ln(1/D)$ gives $Q=\sum_jv_jQ_j$. Since $\ln v_j=\ln D+\ln\phi_j-\ln D_j$, we have $v_j'=v_j(Q_j-Q)$, with the opposite sign to (5). Consequently

$$\frac{d^2\ln D}{d\beta^2}=-\frac{dQ}{d\beta}=\sum_jv_jc_j-\sum_jv_j(Q_j-Q)^2.\tag{14}$$

Simple Arrhenius segments have $c_j=0$, and their series plot is concave. On cooling, the segment with the higher barrier takes over the resistance, whereas in parallel the path with the lower barrier takes over the flux. A concave stretch in data, beyond the scatter, therefore signals that some assumption of the theorem fails.

## Example: a copper interconnect line

Consider a copper line 100 nm high and 1000 nm wide under a dielectric cap. Atoms move along the cap interface, along ten grain boundaries that run the length of the line, and through the lattice. The interface and each boundary are taken as 0.5 nm thick. Their area fractions are $0.5/100=0.005$ and $10\times0.5/1000=0.005$, which leaves 0.990 for the lattice; the tiny overlap is neglected.

| Path | $E_i$ (eV) | $D_{0i}$ (cm²/s) | $A_i$ (cm²/s) |
|---|---|---|---|
| interface | 0.9 | 0.001 | $5.0\times10^{-6}$ |
| boundaries | 1.1 | 0.1 | $5.0\times10^{-4}$ |
| lattice | 2.1 | 0.3 | 0.297 |

These are round, rough parameters. More digits are kept below than they deserve, so that the arithmetic can be followed.

At the test temperature of 573 K, $\beta_0=20.252$ eV⁻¹. The interface contributes $5.0\times10^{-6}e^{-18.227}=6.07\times10^{-14}$ cm²/s and the boundaries $5.0\times10^{-4}e^{-22.277}=1.057\times10^{-13}$ cm²/s. The sum is $1.664\times10^{-13}$ cm²/s, with shares 0.3648 and 0.6352. The lattice share is $6\times10^{-7}$ and can be dropped. Then

$$Q_0=0.3648(0.9)+0.6352(1.1)=1.027\ \text{eV},$$

$$V=0.3648\times0.6352\times(0.2)^2=0.00927\ \text{eV}^2 .$$

The same sums at other temperatures give:

| $T$ (K) | $D$ (cm²/s) | Boundary share | $Q$ (eV) | $V$ (eV²) |
|---|---|---|---|---|
| 378 | $6.08\times10^{-18}$ | 0.177 | 0.935 | 0.0058 |
| 504 | $1.00\times10^{-14}$ | 0.500 | 1.000 | 0.0100 |
| 573 | $1.66\times10^{-13}$ | 0.635 | 1.027 | 0.0093 |
| 623 | $8.94\times10^{-13}$ | 0.707 | 1.041 | 0.0083 |

The crossover (8) has $\ln(A_2/A_1)=\ln100=4.605$, so $kT_x=0.2/4.605=0.0434$ eV and $T_x=504$ K. It lies between the test temperature and the use temperature of 378 K: boundaries lead in the test, the interface in use. At 573 K, equation (6) gives $dQ/dT=0.33$ meV/K. So small a drift is hard to see over a narrow range of test temperatures, yet it accumulates over the extrapolation.

At 378 K, $\beta=30.700$ eV⁻¹ and $h=10.448$ eV⁻¹. Equation (9) gives

$$R=0.3648\,e^{0.1270h}+0.6352\,e^{-0.0730h}=1.375+0.296=1.67 .$$

The tangent predicts $3.64\times10^{-18}$ cm²/s, while the model's true value is $6.08\times10^{-18}$ cm²/s ($6.08\times10^{-22}$ m²/s). Numerical integration of (10) gives $\ln R=0.514$, the same ratio. The constant-variance estimate is $\tfrac12(0.00927)(10.448)^2=0.506$; it comes close because $V$ first rises towards its peak and then falls.

With a second test at 623 K, (11) gives $Q_{12}=1.034$ eV. The two-point line predicts $3.37\times10^{-18}$ cm²/s, so the true value is 1.80 times larger. If lifetime scales as $1/D$, the lifetime at use is overestimated by this same factor.

## How far the neglected effects move the result

Where a new $R$ is given below, it is the ratio of the altered model's value at 378 K to its own tangent drawn at 573 K. Everything not named is held fixed.

**Drift velocity.** Under a fixed force the drift velocity is proportional to $D/T$, which adds $\ln\beta$ to the logarithm. At 573 K this lowers the curvature by $(kT)^2=0.0024$ eV², to 0.0068 eV². The plot stays convex there, and $R$ falls from 1.67 to 1.51. If instead the force grew in proportion to $T$, the factor would cancel.

**Spread of boundary energies.** Split the boundary path into three parts of equal amplitude at 1.05, 1.10 and 1.15 eV. This lowers $R$ to 1.48, although a spread has been added. At 573 K the three parts have relative rates $e^{1.013}$, 1 and $e^{-1.013}$, so their mean energy is 1.071 eV. The gap to the interface shrinks from 0.200 to 0.171 eV, and the boundary share rises from 0.635 to 0.705. Together these outweigh the variance within the boundaries, 0.00105 eV²: the total $V$ falls to about 0.0068 eV². If the boundary share and mean energy at 573 K were held at their old values, the same spread would raise $R$ slightly, to 1.69.

**Missing boundaries.** If 20% of the length has no connected boundaries, only the interface and lattice carry atoms there. Combining the two kinds of segment by (13) gives $R=1.26$. This assumes that stress has built up along the line until the flux is the same in every segment. The time needed scales roughly as $T/D$, so it is over ten thousand times longer at the use temperature than in the test, and this state may not be reached in use.

**Self-heating.** If the line is 5 K hotter than the assumed 573 K, the measured $D$ is 1.20 times too high. With the slope held at $Q_0$, the extrapolated value rises by the same factor, and the true value exceeds it by $1.67/1.20=1.4$. The offset also changes the slope read against the assumed temperature, to $Q(578\ \text{K})\,(573/578)^2=1.011$ eV. This raises the extrapolated value by a further factor 1.18, so with the measured slope the true value exceeds it by only 1.18.

**Uncertain boundary parameters.** Dividing the boundary prefactor by 3 gives $R=1.46$; multiplying it by 3 gives 1.53. Both are lower than 1.67. By (8), the crossover moves to about 662 K in the first case, outside the extrapolation interval. In the second it moves to about 407 K, near the use end, where the factor $\beta-u$ in (10) is small. A boundary energy of 1.05 eV gives $R=1.26$, and 1.15 eV gives 1.76.

**Exchange between paths.** The lattice diffusivity at 573 K is $1.0\times10^{-19}$ cm²/s. In 1000 h the length $\sqrt{D_{\rm lat}t}$ is about 6 nm, against a mean boundary spacing of 100 nm. Most lattice atoms therefore do not reach a fast path in that time, so $D$ should be read as the flux coefficient of Lemma 1 and not as a tracer diffusivity. Atoms can pass directly between a boundary and the interface where the two meet, but with equal forces along uniform paths this leaves the total flux unchanged.

**The real case.** An interface energy near 0.9 eV and a lattice energy near 2 eV are roughly typical of copper under a dielectric cap. The boundary energy of 1.1 eV is on the high side for pure copper and is meant for boundaries slowed by solute; the line is also unusually flat. If the boundary energy were close to that of the interface, $R$ would be close to 1. Real lines often break the assumption of connected boundaries, for instance where single grains span the whole width (bamboo structure): 20% of blocked length already takes $R$ from 1.67 to 1.26 if the flux has become uniform, and with no boundary path at all the interface alone gives a nearly straight plot. The factor 1.7 therefore belongs to this mixture of paths and is not a general correction for copper. Applying it to a lifetime further requires that failure needs the same transported volume, under the same force, in test and in use. The lifetime is then proportional to $T/D$, so it must be divided by $T$ before the extrapolation and multiplied by $T$ afterwards. A tangent to the raw lifetimes is instead off by the factor 1.51 found above for the drift velocity.

Numbers in the example were calculated in double precision.
